\section*{Semiconductor charge as a function of surface potential in a MOS structure}

\section{The charge needed in a gate-voltage calculation}

To find the gate voltage that produces a chosen surface potential, one must decide how to obtain the charge in the semiconductor. One can solve for the potential on a depth mesh, use the ionized-acceptor charge alone, or evaluate a function of the surface potential. The choice matters because this charge sets the voltage across the oxide. Let $\psi_s$ be the surface potential relative to the neutral bulk, $Q_s$ the semiconductor charge per area, and $C_{\rm ox}$ the oxide capacitance per area. If the oxide and interface charges do not change with bias, the displacement in the oxide differs from its flat-band value by $-Q_s$, and
\begin{equation}
V_G-V_{\rm FB}=\psi_s-\frac{Q_s}{C_{\rm ox}},
\label{eq:gate}
\end{equation}
where $V_{\rm FB}$ is the gate voltage at flat band. A relative error in $Q_s$ is therefore the same relative error in the change of the oxide voltage from flat band.

For a thick, uniformly doped semiconductor in equilibrium, one integration of the Poisson--Boltzmann equation gives $Q_s(\psi_s)$ in closed form. The potential profile $\psi(x)$ is not needed.

\section{Charge density and potential}

Let a p-type semiconductor fill $x>0$, with the oxide at $x<0$. The potential $\psi(x)$ vanishes in the neutral bulk and is positive for downward band bending. The permittivity $\varepsilon$ and the density $N_A$ of fully ionized acceptors are uniform. The bulk hole and electron densities, $p_0$ and $n_0$, obey neutrality and mass action:
\begin{equation}
p_0-n_0=N_A,\qquad p_0n_0=n_i^2 .
\label{eq:bulk}
\end{equation}
Substituting $n_0=n_i^2/p_0$ into the first relation and multiplying by $p_0$ gives $p_0^2-N_Ap_0-n_i^2=0$. Its positive root is
\begin{equation}
p_0=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}.
\end{equation}

In equilibrium the Fermi level is constant. A positive $\psi$ lowers the electron energy by $q\psi$, where $q>0$ is the elementary charge, and raises the hole energy by the same amount. With Boltzmann statistics,
\begin{equation}
p=p_0e^{-u},\qquad n=n_0e^{u},\qquad
u=\frac{\psi}{\phi_t},\qquad \phi_t=\frac{kT}{q}.
\label{eq:boltzmann}
\end{equation}
The charge density is $\rho=q(p-n-N_A)$. Replacing $N_A$ by $p_0-n_0$ gives
\begin{equation}
\rho(\psi)=q\left[p_0(e^{-u}-1)-n_0(e^u-1)\right].
\label{eq:rho}
\end{equation}
This form vanishes at $\psi=0$, as a neutral bulk requires. Poisson's equation is
\begin{equation}
\frac{d^2\psi}{dx^2}=-\frac{\rho(\psi)}{\varepsilon}.
\label{eq:poisson}
\end{equation}

\section{The first integral}

The right side of \eqref{eq:poisson} depends on $x$ through $\psi$ alone. Multiplication by $d\psi/dx$ therefore turns both sides into derivatives:
\begin{equation}
\frac{d}{dx}\left[\frac12\left(\frac{d\psi}{dx}\right)^2\right]
=-\frac{\rho(\psi)}{\varepsilon}\frac{d\psi}{dx}.
\label{eq:multiplied}
\end{equation}
Integrate from a depth $x$ to the bulk, where both $\psi$ and $d\psi/dx$ vanish. With the field $E=-d\psi/dx$,
\begin{equation}
0-\frac{E^2}{2}
=-\frac1\varepsilon\int_{\psi}^{0}\rho(v)\,dv
=\frac1\varepsilon\int_0^{\psi}\rho(v)\,dv,
\end{equation}
and hence
\begin{equation}
E^2=-\frac2\varepsilon\int_0^{\psi}\rho(v)\,dv.
\label{eq:firstintegral}
\end{equation}

The two integrals required are
\begin{align}
\int_0^{\psi}(e^{-v/\phi_t}-1)\,dv
&=\phi_t(1-e^{-u})-\psi
=-\phi_t(e^{-u}+u-1),\\
\int_0^{\psi}(e^{v/\phi_t}-1)\,dv
&=\phi_t(e^u-1)-\psi
=\phi_t(e^u-u-1).
\end{align}
The second enters \eqref{eq:rho} with a minus sign, so both contributions to $\int\rho\,dv$ carry a minus sign. Since $q\phi_t=kT$,
\begin{equation}
E^2=\frac{2kT}{\varepsilon}G(u),
\label{eq:field}
\end{equation}
where
\begin{equation}
G(u)=p_0(e^{-u}+u-1)+n_0(e^u-u-1).
\label{eq:G}
\end{equation}
The first part of $G$ will be called the hole--acceptor term and the second the electron term.

The right side of \eqref{eq:field} must not be negative. The function $g(y)=e^y-y-1$ has derivative $e^y-1$, which is negative for $y<0$ and positive for $y>0$. Its minimum is therefore $g(0)=0$. Since $G(u)=p_0g(-u)+n_0g(u)$, $G$ is positive for every $u\ne0$.

\section{The sign and the total charge}

Equation \eqref{eq:field} leaves the sign of $E$ open. Suppose $\psi_s\ne0$ and $\psi$ reached zero at a finite depth. Then $E$ would vanish there too. Equation \eqref{eq:poisson} with zero potential and zero slope at one point has the unique solution $\psi=0$ everywhere, which contradicts $\psi_s\ne0$. Thus $\psi$ keeps its sign. Since $G>0$ wherever $\psi\ne0$, the continuous field also keeps its sign. A positive potential must fall towards the bulk, which gives $E>0$; a negative potential must rise, which gives $E<0$. The field has the sign of $\psi_s$.

Gauss's law now gives the charge. From $\rho=\varepsilon\,dE/dx$,
\begin{equation}
Q_s=\int_0^\infty\rho\,dx
=\varepsilon\left[E(\infty)-E(0)\right]
=-\varepsilon E(0).
\label{eq:gauss}
\end{equation}
With $u_s=\psi_s/\phi_t$, inserting \eqref{eq:field} yields
\begin{equation}
\boxed{
\begin{aligned}
Q_s=-\operatorname{sgn}(\psi_s)
\bigl\{2\varepsilon kT\bigl[&p_0(e^{-u_s}+u_s-1)\\
&+n_0(e^{u_s}-u_s-1)\bigr]\bigr\}^{1/2}.
\end{aligned}}
\label{eq:charge}
\end{equation}
The factor $\varepsilon$ under the root comes from $\varepsilon^2$ in $Q_s^2$ and $1/\varepsilon$ in $E^2$. The charge includes holes, electrons and acceptors, but not charge trapped at the interface.

\subsection{The same result as a force balance}

Writing $p_s$ and $n_s$ for the surface densities and using \eqref{eq:bulk}, one can regroup \eqref{eq:charge} as
\begin{equation}
\frac{Q_s^2}{2\varepsilon}
=kT(p_s+n_s-p_0-n_0)+qN_A\psi_s .
\label{eq:pressure}
\end{equation}
Each term is a force per area. Differentiating \eqref{eq:boltzmann} gives $kT\,dp/dx=qpE$ and $kT\,dn/dx=-qnE$. The total electric force on the mobile carriers is therefore
\begin{equation}
\int_0^\infty q(p-n)E\,dx
=kT(p_0+n_0-p_s-n_s).
\end{equation}
The force on the acceptors is $-qN_A\int_0^\infty E\,dx=-qN_A\psi_s$. The sum must equal
\begin{equation}
\int_0^\infty\rho E\,dx
=\varepsilon\int_0^\infty E\frac{dE}{dx}\,dx
=-\frac{\varepsilon E(0)^2}{2}
=-\frac{Q_s^2}{2\varepsilon}.
\end{equation}
Changing all signs gives \eqref{eq:pressure}. The field stress at the surface balances the excess carrier pressure and the force on the fixed acceptors.

\section{Limiting cases}

\subsection{Near flat band}

For small $|u|$, the expansion $g(y)=y^2/2+y^3/6+\cdots$ gives $G\simeq(p_0+n_0)u^2/2$. Therefore
\begin{equation}
Q_s\simeq-\frac{\varepsilon}{L_D}\psi_s,
\qquad
L_D=\sqrt{\frac{\varepsilon kT}{q^2(p_0+n_0)}}.
\label{eq:flat}
\end{equation}
The prefactor follows from $\sqrt{\varepsilon kT(p_0+n_0)}/\phi_t=\varepsilon/L_D$. The sign function and the absolute value of $u_s$ have combined into $\psi_s$, so the charge passes smoothly through zero. In the bulk tail, \eqref{eq:field} likewise becomes $E\simeq\psi/L_D$, so the potential decays as $e^{-x/L_D}$.

\subsection{Depletion}

For $\psi_s$ several times $\phi_t$, $e^{-u_s}$ is negligible. If the electron term is also small, $G\simeq p_0(u_s-1)$. With $p_0\simeq N_A$,
\begin{equation}
Q_s\simeq-\sqrt{2\varepsilon qN_A(\psi_s-\phi_t)}.
\label{eq:depletion}
\end{equation}
The subtraction of $\phi_t$ comes from the bulk hole pressure. In \eqref{eq:pressure}, $p_s$ is negligible but $-kTp_0$ remains, and $kTp_0\simeq qN_A\phi_t$. A model with an abrupt depletion edge has no such pressure term and gives $\psi_s$ in place of $\psi_s-\phi_t$.

\subsection{Accumulation and far inversion}

For large negative $u_s$, the hole exponential dominates $G$; for sufficiently large positive $u_s$, the electron exponential does. The two limits are
\begin{align}
Q_s&\simeq+\sqrt{2\varepsilon kTp_0}\,e^{-u_s/2}
&&\text{(accumulation)},
\label{eq:acc}\\
Q_s&\simeq-\sqrt{2\varepsilon kTn_0}\,e^{u_s/2}
&&\text{(far inversion)}.
\label{eq:inv}
\end{align}
The surface density varies as $e^{|u_s|}$, but the charge varies as its square root, because a larger field also confines the carriers to a thinner layer.

The usual threshold, $\psi_s=2\phi_F$ with $\phi_F=\phi_t\ln(p_0/n_i)$, does not mark the start of \eqref{eq:inv}. There,
\begin{equation}
n_s=n_0e^{2\phi_F/\phi_t}
=n_0\frac{p_0^2}{n_i^2}=p_0,
\label{eq:threshold}
\end{equation}
so the electron term is about $p_0$, while the hole--acceptor term is about $p_0(u_s-1)$. For $u\gg1$, neglecting small terms, the two become equal when $n_0e^u=p_0(u-1)$, or
\begin{equation}
u=\frac{2\phi_F}{\phi_t}+\ln(u-1).
\label{eq:crossing}
\end{equation}

\section{Capacitance and the electron part}

Equations \eqref{eq:firstintegral} and \eqref{eq:gauss} give $Q_s^2=-2\varepsilon\int_0^{\psi_s}\rho\,dv$. Differentiation with respect to the upper limit gives $2Q_s\,dQ_s/d\psi_s=-2\varepsilon\rho(\psi_s)$. Hence
\begin{equation}
C_s=-\frac{dQ_s}{d\psi_s}
=\frac{\varepsilon\rho(\psi_s)}{Q_s}.
\label{eq:cap}
\end{equation}
Both $\rho(\psi_s)$ and $Q_s$ have the sign opposite to $\psi_s$, so $C_s>0$. At $\psi_s=0$ the quotient is replaced by its limit $\varepsilon/L_D$ from \eqref{eq:flat}. This is an equilibrium capacitance: the electrons must have time to follow the change in bias.

The closed formula does not by itself separate electrons from acceptors. For $\psi_s>0$, $dx=-d\psi/E$, and the electron charge above the bulk background is
\begin{equation}
Q_n=-q\int_0^\infty(n-n_0)\,dx
=-q\int_0^{\psi_s}\frac{n(\psi)-n_0}{E(\psi)}\,d\psi.
\label{eq:electrons}
\end{equation}
The integrand is finite at $\psi=0$ because numerator and denominator both vanish linearly.

A simple estimate subtracts the charge that the hole--acceptor term would give alone:
\begin{equation}
|Q_n|\approx |Q_s|-
\sqrt{2\varepsilon kT\,p_0(e^{-u_s}+u_s-1)}.
\label{eq:subtract}
\end{equation}
This is a lower bound. The true hole--acceptor charge is $q\int_0^{\psi_s}(p_0-p)\,d\psi/E$. If the electron term is removed from $E$, this integral equals the root in \eqref{eq:subtract}, by the same steps that led to \eqref{eq:charge}. Restoring the electron term increases $E$ and reduces the integral. The root therefore overstates the hole--acceptor charge, and the difference understates $|Q_n|$.

\section{A worked example}

Take a model semiconductor with relative permittivity 12, $n_i=10^{16}\,{\rm m^{-3}}$, $N_A=10^{23}\,{\rm m^{-3}}$ and $T=300\,{\rm K}$. Then $\phi_t=0.025852\,{\rm V}$, $p_0=1.0000\times10^{23}\,{\rm m^{-3}}$ and $n_0=1.0000\times10^9\,{\rm m^{-3}}$. The Debye length is $L_D=1.3094\times10^{-8}\,{\rm m}$, and the flat-band capacitance is $C_{\rm FB}=\varepsilon/L_D=8.1147\times10^{-3}\,{\rm F\,m^{-2}}$.

For hand evaluation, $C_{\rm FB}\phi_t=\sqrt{\varepsilon kT(p_0+n_0)}$ turns \eqref{eq:charge} into
\begin{equation}
|Q_s|=C_{\rm FB}\phi_t
\sqrt{\frac{2G(u_s)}{p_0+n_0}} .
\label{eq:hand}
\end{equation}
The prefactor is $2.0978\times10^{-4}\,{\rm C\,m^{-2}}$. At $2\phi_F=0.83337\,{\rm V}$, the hole--acceptor and electron terms are $3.1236\times10^{24}$ and $1.000\times10^{23}\,{\rm m^{-3}}$. Their sum divided by $p_0+n_0$ is $32.236$, so
\begin{equation}
Q_s=-(2.0978\times10^{-4})\sqrt{64.472}\;{\rm C\,m^{-2}}
=-1.684\times10^{-3}\,{\rm C\,m^{-2}}.
\end{equation}
This corresponds to $1.051\times10^{12}$ elementary charges per ${\rm cm^2}$. The other charges follow in the same way:
\begin{center}
\begin{tabular}{rrr}
$\psi_s$ (V) & $Q_s$ ($10^{-3}\,{\rm C\,m^{-2}}$)
& $C_s$ ($10^{-3}\,{\rm F\,m^{-2}}$)\\
\hline
$-0.100$ & $1.945$ & $41.01$\\
$0.100$ & $-0.504$ & $3.305$\\
$0.400$ & $-1.129$ & $1.508$\\
$0.83337$ & $-1.684$ & $2.021$\\
$0.900$ & $-2.033$ & $11.86$
\end{tabular}
\end{center}

Reversing the surface potential from $0.1$ to $-0.1\,{\rm V}$ nearly quadruples the magnitude of the charge. Holes can accumulate exponentially, whereas depletion cannot expose more than the fixed acceptor density. The capacitance falls from flat band into depletion and rises again as the electron density at the surface grows.

At $2\phi_F$ electrons supply 1.6\% of the charge, although their surface density equals $p_0$: they occupy a thin layer, while the acceptor charge extends through the depletion region. At $0.90\,{\rm V}$ their share is 15.4\%, with $Q_n=-3.128\times10^{-4}\,{\rm C\,m^{-2}}$. There the hole--acceptor term alone gives a charge of magnitude $(2.0978\times10^{-4})\sqrt{2(33.814)}=1.725\times10^{-3}\,{\rm C\,m^{-2}}$. Using it in \eqref{eq:gate} would make the term $-Q_s/C_{\rm ox}$ 15\% too small relative to the full result. The estimate \eqref{eq:subtract} gives $|Q_n|\approx3.08\times10^{-4}\,{\rm C\,m^{-2}}$, below the integrated value by 1.5\%, in agreement with the bound.

The limits differ greatly in usefulness. At $0.40\,{\rm V}$, \eqref{eq:depletion} agrees with the full formula to the seven decimals of the printed ratio; omitting $\phi_t$ makes the charge 3.4\% too large. At $-0.10\,{\rm V}$, \eqref{eq:acc} is 5.5\% too large. At $0.90\,{\rm V}$, \eqref{eq:inv} gives 53\% of the full charge, because the acceptor contribution is still large. The electron term overtakes the hole--acceptor term at $0.925\,{\rm V}$, which is $0.092\,{\rm V}$ above $2\phi_F$. Even this is equality of terms in $Q_s^2$, not of the two charges.

The boundary-value problem \eqref{eq:poisson} was also solved on a depth mesh without using the first integral. For the five potentials, the summed space charge differs from \eqref{eq:charge} by at most $3.2\times10^{-7}$ relative to the formula. The local field differs from \eqref{eq:field} by at most $1.8\times10^{-5}$, relative to the predicted field, wherever $|\psi|>0.01\,{\rm V}$. The program also checks the capacitance and the electron charge against the depth profiles.

\section{Where the formula fails}

\paragraph{Thin semiconductor.} The integration constant was fixed by a neutral bulk. Suppose instead that a film has a field-free back surface at potential $\psi_b\ne0$, measured from the potential at which its charge density would vanish. Integrating \eqref{eq:multiplied} to that surface gives
\begin{equation}
E(0)^2=\frac{2kT}{\varepsilon}
\left[G(u_s)-G(u_b)\right],\qquad u_b=\frac{\psi_b}{\phi_t}.
\end{equation}
At the same $\psi_s$, the charge is smaller in magnitude than \eqref{eq:charge}. The value of $\psi_b$ depends on the film thickness and requires a second integration.

\paragraph{High carrier density.} At $0.90\,{\rm V}$ the surface electron density is $1.32\times10^{24}\,{\rm m^{-3}}$, or 5.2\% of the effective density of states of one band with the free-electron mass. For such a parabolic band, expanding the Fermi occupation to second order in $e^{-(\mathcal E-\mu)/kT}$, with $\mathcal E$ the electron energy and $\mu$ the Fermi level, lowers the density by the fraction $0.0525/2^{3/2}\simeq0.019$. Boltzmann statistics is thus a fair approximation here, but the exponential growth soon removes that margin. The accumulation entry of the table is closer to degeneracy: at $-0.10\,{\rm V}$ the surface hole density is 19\% of the same density of states, and Fermi--Dirac statistics lowers the charge by about 1.7\% and the capacitance by about 4.5\%. If the densities remain local functions of $\psi$, \eqref{eq:firstintegral} still holds with the Fermi--Dirac densities in $\rho$. Quantum confinement makes the density depend on the whole potential profile, and then this first integral is lost. At $0.90\,{\rm V}$ the ratio $|Q_n|/(qn_s)$ gives an electron layer only about $1.5\,{\rm nm}$ thick, less than the thermal wavelength $h/\sqrt{2\pi mkT}\simeq4.3\,{\rm nm}$ for the free-electron mass $m$. Confinement is therefore not negligible there. The same holds at $2\phi_F$ and at $-0.10\,{\rm V}$, where the corresponding layers are about $1.7$ and $2.5\,{\rm nm}$ thick. For one band with the free-electron mass and a hard wall at the oxide, quantization at fixed $\psi_s$ roughly halves the electron charge at $2\phi_F$ and at $0.90\,{\rm V}$, and lowers the magnitude of the total charge by about 7\% at $0.90\,{\rm V}$ and by about a quarter at $-0.10\,{\rm V}$. The inversion and accumulation entries of the worked example are classical values.

\paragraph{Incomplete ionization.} For an acceptor level $45\,{\rm meV}$ above a valence band with the free-electron mass and degeneracy factor 4, only about 92\% of the acceptors of the example are ionized in the bulk, and far fewer at an accumulated surface. The ionized density is still a local function of $\psi$, so \eqref{eq:firstintegral} holds with it in $\rho$. The magnitude of the charge falls by about 2.5\% at $-0.10\,{\rm V}$, rises by about 1\% at $0.90\,{\rm V}$, and changes by less than 0.1\% at $0.10$ and $0.40\,{\rm V}$.

\paragraph{Departure from equilibrium.} If the gate voltage changes faster than electrons can be supplied, $n$ no longer follows \eqref{eq:boltzmann}, and the electron term in \eqref{eq:charge} overstates the inversion response. Nonuniform doping causes a different failure: $\rho$ then depends on $x$ as well as on $\psi$, and the right side of \eqref{eq:multiplied} is no longer the derivative of a function of $\psi$ alone.

\section*{Table of computed values}
\begin{verbatim}
temperature = 300 K
relative permittivity = 12
intrinsic density = 1.0e+16 m^-3
acceptor density = 1.0e+23 m^-3
phi_t = 0.025852 V
bulk holes p0 = 1.0000e+23 m^-3
bulk electrons n0 = 1.0000e+09 m^-3
phi_F = 0.41669 V, 2 phi_F = 0.83337 V
Debye length = 1.3094e-08 m
[accumulation] psi_s = -0.10000 V, u_s = -3.8682
  Q formula = 1.94513e-03 C/m^2
  Q depth sum = 1.94513e-03 C/m^2
  C_s = 4.1006e-02 F/m^2
[weak depletion] psi_s = 0.10000 V, u_s = 3.8682
  Q formula = -5.04268e-04 C/m^2
  Q depth sum = -5.04268e-04 C/m^2
  C_s = 3.3053e-03 F/m^2
[depletion] psi_s = 0.40000 V, u_s = 15.4727
  Q formula = -1.12864e-03 C/m^2
  Q depth sum = -1.12864e-03 C/m^2
  C_s = 1.5083e-03 F/m^2
[2 phi_F] psi_s = 0.83337 V, u_s = 32.2362
  Q formula = -1.68443e-03 C/m^2
  Q depth sum = -1.68443e-03 C/m^2
  C_s = 2.0212e-03 F/m^2
  electron part = -2.6774e-05 C/m^2
  electron share = 0.0159
[inversion] psi_s = 0.90000 V, u_s = 34.8136
  Q formula = -2.03339e-03 C/m^2
  Q depth sum = -2.03339e-03 C/m^2
  C_s = 1.1857e-02 F/m^2
  electron part = -3.1281e-04 C/m^2
  electron share = 0.1538
largest charge mismatch = 3.2e-07
largest local-field mismatch = 1.8e-05
flat-band C formula = 8.11471e-03 F/m^2
flat-band C profile = 8.11505e-03 F/m^2
2 phi_F: hole-acceptor term = 3.1236e+24 m^-3
2 phi_F: electron term = 1.0000e+23 m^-3
2 phi_F: |Q|/q = 1.0513e+12 cm^-2
Ratios of limiting law to full formula:
  depletion with phi_t, 0.40 V = 1.0000000
  depletion without phi_t, 0.40 V = 1.03397
  accumulation, -0.10 V = 1.05511
  inversion, 0.90 V = 0.52933
electron term overtakes at = 0.92512 V
distance above 2 phi_F = 0.09175 V
surface electrons at 0.90 V = 1.3162e+24 m^-3
free-mass band density = 2.5094e+25 m^-3
density ratio at 0.90 V = 0.0525
\end{verbatim}
